\section*{Detecting electrode drift with a linear Kramers-Kronig circuit fit}

\section{A number that does not fit}

A model electrode is measured at 0.1 Hz. While it is steady, the imaginary part of its impedance is $-2.51\,\Omega$, and an integral over the real part at all other frequencies predicts $-2.51\,\Omega$. Now an inhibitor film slowly raises the charge-transfer resistance during the frequency sweep, by 5\% in the end. The measured imaginary part becomes $-2.70\,\Omega$, but the integral over the real part gives $-6.47\,\Omega$. No single point looks wrong, yet the points contradict each other.

The integral follows from causality. For a current $\propto e^{+i\omega t}$, a linear, time-invariant electrode has
\begin{equation}
Z(\omega)=Z_\infty+\int_0^\infty h(t)\,e^{-i\omega t}\,dt ,\qquad Z=Z'+iZ'',
\end{equation}
with real $h$; the integral starts at $t=0$ because the voltage cannot precede the current. Let the electrode be stable, with $h$ and $th$ integrable. Then $Z$ is analytic in the lower half of the complex frequency plane, and $Z-Z_\infty$ vanishes at infinity there. Integrate $(Z(x)-Z_\infty)/(x-\omega)$ along the real axis, pass below the pole at $x=\omega$, and close with a large lower arc. The total is zero, the arc gives nothing, and the small half circle runs counterclockwise and gives $+i\pi(Z(\omega)-Z_\infty)$. Hence
\begin{equation}
\mathrm{P}\!\int_{-\infty}^{\infty}\frac{Z(x)-Z_\infty}{x-\omega}\,dx=-i\pi\,[Z(\omega)-Z_\infty].
\end{equation}
The real part of the right side is $\pi Z''(\omega)$. Since $h$ is real, $Z'$ is even, and the contributions of $x$ and $-x$ combine through $1/(x-\omega)-1/(x+\omega)=2\omega/(x^2-\omega^2)$:
\begin{equation}
Z''(\omega)=\frac{2\omega}{\pi}\,\mathrm{P}\!\int_0^\infty\frac{Z'(x)-Z_\infty}{x^2-\omega^2}\,dx .
\end{equation}
With $x=\omega e^u$, the factor $2\omega\,dx/(x^2-\omega^2)$ becomes $2e^u du/(e^{2u}-1)=du/\sinh u$. This is odd in $u$, so folding the two halves together removes $Z_\infty$ and the singularity:
\begin{equation}
Z''(\omega)=\frac1\pi\int_0^\infty\frac{Z'(\omega e^{u})-Z'(\omega e^{-u})}{\sinh u}\,du .
\label{kk}
\end{equation}

If $Z'$ rises towards low frequency over the whole range, the numerator is negative for every $u$, so a negative $Z''$ must accompany the rise. The drift makes $Z'$ rise because the low frequencies are measured later, when the resistance is larger. The current and voltage at each single frequency know nothing of this rise, and the required $Z''$ is missing.

Real data cover a finite window, so (\ref{kk}) cannot be evaluated without extrapolation. A circuit that obeys it by construction can be fitted instead.

\section{Two frequencies by hand}

Take one relaxation of unit strength, $K=1/(1+iy)=(1-iy)/(1+y^2)$ with $y=\omega\tau$. It obeys (\ref{kk}). The numerator is
\begin{equation}
\frac{1}{1+y^2e^{2u}}-\frac{1}{1+y^2e^{-2u}}
=\frac{-2y^2\sinh 2u}{1+y^4+2y^2\cosh 2u}
=\frac{-4y^2\sinh u\cosh u}{(1+y^2)^2+4y^2\sinh^2u},
\end{equation}
where $\cosh2u=1+2\sinh^2u$ was used. Divide by $\sinh u$ and set $s=\sinh u$:
\begin{equation}
-\frac{4y^2}{\pi}\int_0^\infty\frac{ds}{(1+y^2)^2+4y^2s^2}
=-\frac{4y^2}{\pi}\,\frac{\pi}{2}\,\frac{1}{2y(1+y^2)}=-\frac{y}{1+y^2},
\end{equation}
which is the imaginary part of $K$. Equation (\ref{kk}) is linear, so every real combination $R_0+\sum_kR_kK_k$ obeys it too, whatever the signs of the $R_k$.

Measure at $y=2$, then at $y=1/2$, where $K=0.2-0.4i$ and $K=0.8-0.4i$. Stack the two real parts and then the two imaginary parts. The circuit $R_0+R_1K$ can produce combinations of
\begin{equation}
\mathbf 1=(1,1,0,0),\qquad \mathbf k=(0.2,\,0.8,\,-0.4,\,-0.4).
\end{equation}
Subtracting from $\mathbf k$ its part along $\mathbf 1$ leaves $\mathbf k_\perp=\mathbf k-0.5\,\mathbf 1=(-0.3,0.3,-0.4,-0.4)$, with squared length $0.5$.

\textbf{Drift.} Suppose that drift adds $\delta$ to the real part of the later point alone: $\mathbf d=\delta(0,1,0,0)$. Least squares removes the components along $\mathbf 1$ and $\mathbf k_\perp$, with coefficients $\delta/2$ and $0.3\delta/0.5=0.6\delta$. The residual is
\begin{equation}
\mathbf r=\mathbf d-\tfrac12\delta\,\mathbf 1-0.6\,\delta\,\mathbf k_\perp
=\delta\,(-0.32,\;0.32,\;0.24,\;0.24),\qquad |\mathbf r|^2=0.32\,\delta^2 .
\end{equation}
The fit raises $R_1$ by $0.6\delta$ to follow the real part, and must then pay with an imaginary part that the data lack. A true change of $R_1$ present at both frequencies would leave no residual.

\textbf{Too few elements.} Let the electrode be steady, but with relaxation time $2\tau$. Its response at the two frequencies, $y=4$ and $y=1$, is $(0.059,0.5,-0.235,-0.5)$. Without the part along $\mathbf 1$ the squared length is $0.4027$, and the product with $\mathbf k_\perp$ is $0.4265$. The squared residual is $0.4027-0.4265^2/0.5\approx0.039$, as large as that of a drift $\delta\approx0.35$. A circuit that is too poor raises a false alarm.

\textbf{Too many elements.} Keep one frequency, $y=1$, where $K=(1-i)/2$. Any datum $a+ib$ is matched by $R_1=-2b$ and $R_0=a+b$, even with the wrong sign of $b$. With as many coefficients as real data the test is empty.

This holds for any number $N$ of distinct positive frequencies. Let $M$ elements with distinct $\tau_k>0$ and the resistor $R_0$ give $M+1=2N$ coefficients. If some set of coefficients gave zero at all points, the common numerator, a real polynomial in $i\omega$ of degree at most $M$, would vanish at the $2N$ values $\pm i\omega_j$. It has more roots than its degree, so it is zero, and so are all the coefficients. The square system is nonsingular and every data set can be interpolated. Four arbitrary complex values were fitted by eight coefficients to a residual of order $10^{-40}$.

\section{The general fit and its statistics}

Let the noise be Gaussian and independent, with standard deviation $\sigma|Z_j|$ in each component. Divide point $j$ by $|Z_j|$, stack real and imaginary parts into $y$, and collect the weighted circuit responses as columns of $A$. The relaxation times are log-spaced from $0.1/\omega_{\max}$ to $10/\omega_{\min}$. If $P$ projects onto the columns of $A$, the least-squares residual is $(1-P)y$. Define
\begin{equation}
\chi^2=\frac{\|(1-P)y\|^2}{\sigma^2},\qquad \nu=2N-\mathrm{rank}\,A .
\end{equation}
Write $y=y_0+\sigma n$, where $y_0$ is noise-free and $n$ has independent unit normal components. In an orthonormal basis of the space left by $1-P$,
\begin{equation}
\chi^2=\sum_{m=1}^{\nu}(n_m+b_m)^2,\qquad
\lambda=\sum_m b_m^2=\frac{\|(1-P)y_0\|^2}{\sigma^2}.
\label{lam}
\end{equation}
This is the noncentral chi-square law. Since $\langle n_m\rangle=0$ and $\langle n_m^2\rangle=1$, its mean is $\nu+\lambda$. For each term the variance is $\langle(n^2-1+2bn)^2\rangle=2+4b^2$, because $\langle n^4\rangle=3$ and odd moments vanish; the sum is $2(\nu+2\lambda)$. The weights contain the measured, slightly noisy moduli, so the law holds only approximately; simulated spectra test it below.

A steady electrode that the circuit can represent has $\lambda\approx0$. An alarm is raised when $\chi^2$ exceeds the value that a central law passes with probability 0.1\%.

\section{Choosing the number of elements}

The elements must suffice for any plausible steady electrode, and they should be chosen without looking at the misfit, or the choice could hide the drift. Assume a superposition of relaxations,
\begin{equation}
Z(\omega)=R_\infty+\int\gamma(\tau)\,K_\tau(\omega)\,d\ln\tau,\qquad K_\tau=\frac1{1+i\omega\tau}.
\end{equation}
Let $W$ be the division by $|Z_j|$. The constant $R_\infty$ lies in the fitted space, so $1-P$ removes it. The triangle inequality gives
\begin{equation}
\sqrt\lambda=\frac{\|(1-P)WZ\|}{\sigma}\le\frac{e_M S}{\sigma},\quad
e_M=\max_\tau\|(1-P)WK_\tau\|,\quad S=\int|\gamma|\,d\ln\tau .
\label{bound}
\end{equation}
If $\gamma\ge0$ and the data reach the low-frequency plateau, then $\max|Z_j|\approx R_\infty+S\ge S$. The rule is therefore: take the smallest $M$ with
\begin{equation}
e_M\,\max_j|Z_j|\le\sigma ,\qquad M+1<N .
\label{rule}
\end{equation}
It keeps $\lambda$ at or below about one, small beside the natural spread $\sqrt{2\nu}$ of $\chi^2$, and leaves more than half of the real data for the test. The maximum over $\tau$ is taken on a dense grid reaching three decades beyond the window on either side. The rule is a sufficient condition, and it is conservative: its left side grows with the ratio of the largest to the smallest $|Z_j|$. When $|Z|$ spans about four decades, as at a passive or blocking electrode, sixty points at 0.1\% noise may leave no $M$ that satisfies both conditions, although far fewer elements represent the spectrum well. The rule then gives no guarantee, and $M$ must be justified in another way or more frequencies measured.

The algorithm is then: find $M$ from the moduli by (\ref{rule}); fit; compute $\chi^2$ and $\nu$; compare with the threshold.

\section{An electrode with and without drift}

The model electrode has a $20\,\Omega$ electrolyte in series with a film ($50\,\Omega$ parallel to $1\,\mu$F) and a charge-transfer resistance of $200\,\Omega$ parallel to $100\,\mu$F. The relaxation times are $5\times10^{-5}$ s and $0.02$ s. There are 61 frequencies from 10 kHz down to 0.01 Hz, with three periods per point, so the sweep lasts 1459 s. Each point is assumed to start from the settled oscillation. A real electrode needs several times its 0.02 s memory to settle after each change of frequency; this waiting time is not counted here, but without it the transients alone can raise an alarm. The noise is 0.1\%. SI units are the natural ones here.

For this electrode the left side of (\ref{rule}), in units of $\sigma$, is 2890 at $M=8$, 334 at 16, 37.6 at 24, 1.1 at 37 and 0.84 at 38. The rule selects $M=38$, and $\nu=122-39=83$. The error falls by a factor of about nine for every eight elements over this range. The actual misfit is far below its bound: $\lambda=0.0018$.

The rule was also tried on two other causal electrodes. Adding a relaxation of $-40\,\Omega$ at 1 s, an inductive loop, gives $M=38$ and $\lambda=0.0017$. Negative coefficients are thus no sign of a causality violation. For signed spectra $S$ may exceed $\max|Z_j|$, so here the small $\lambda$ is a computed result and not a guarantee of the rule. A finite-length diffusion impedance gives $M=42$ and $\lambda=0.0043$; its $M$ differs because its moduli, and so the weights, differ.

The added drift is
\begin{equation}
R(t)=R_{\rm ct}\,[1+a(1-e^{-t/T})],\qquad a=5\%,\quad T=100\ \mathrm s,
\end{equation}
and each point is assigned the impedance with $R$ taken at its mid-time. To see why, let $Z(t)\approx Z_m+\dot Z s$, where $s$ is the time from the middle of a measurement of length $T_w=2\pi n_p/\omega$, with $n_p$ periods. The phasor extracted from the voltage $\mathrm{Re}[Z(t)e^{i\omega t}]$ is
\begin{equation}
\frac{2}{T_w}\int v\,e^{-i\omega t}dt=\frac1{T_w}\int\left[Z(t)+Z^*(t)e^{-2i\omega t}\right]dt .
\end{equation}
The first term gives $Z_m$, because $s$ averages to zero. In the second, $Z_m^*$ averages to zero, and integration by parts leaves a term of size $|\dot Z|/2\omega$. Relative to the change $|\dot Z|T_w$ during the point this is $1/(2\omega T_w)=1/(4\pi n_p)\approx2.7\%$. The estimate neglects curvature of the drift and the 0.02 s memory of the electrode. Direct integration of $C\,dv/dt=I-v/R(t)$, started at each point from the settled oscillation, includes both: at 0.1 Hz the mid-time formula is off by 0.005\% of $|Z|$, while the drift has shifted $Z$ by 2.6\%.

The opening numbers can now be read. For the integral, the model supplied $Z'$ at all frequencies, with a mid-time proportional to $1/\omega$ continued beyond the measured window. Well below the relaxation frequency, $R/(1+i\omega RC)\approx R-i\omega R^2C$. The measured imaginary part grew by the factor $2.701/2.514=1.074$, so $R$ had risen by about 3.7\%, or $7\,\Omega$. The imaginary part still missing is $6.47-2.70\approx3.8\,\Omega$. With $|Z|$ near $270\,\Omega$ and 0.1\% noise, that is about 14 standard deviations.

One noisy spectrum of each kind gives the following.

\begin{center}
\begin{tabular}{lrrrr}
spectrum & $M$ & $\nu$ & $\chi^2$ & largest residual\\
steady & 38 & 83 & 70.8 & 0.23\%\\
5\% drift & 38 & 83 & 964 & 0.77\%\\
steady, poor circuit & 8 & 113 & $1.05\times10^6$ & 24\%
\end{tabular}
\end{center}

The threshold at $\nu=83$ is 128.6. The steady spectrum passes, one standard deviation ($\sqrt{166}\approx13$) below the mean. The drifting one is rejected, although no residual component reaches 0.8\% of $|Z|$. Measured against the noise the largest one is not small: it is 7.7 standard deviations. It still contributes only $7.7^2\approx59$ to $\chi^2$, so at least 17 components must share the total of 964. Its noise-free value is $\lambda=977$, so the expected $\chi^2$ is $83+977=1060$ with standard deviation $\sqrt{2(83+1954)}\approx64$; the observed 964 is 1.5 of these below. The last row is the false alarm of the hand example: eight elements reject a perfectly steady electrode.

\section{What the test can and cannot see}

The smallest drift with $T=100$ s that is found with 95\% probability is 1.4\%, where $\lambda=80.3$. In 800 simulated spectra at this limit, 95.4\% were detected, and the mean $\chi^2$ was 163.8 against a predicted 163.3. Of 800 steady spectra none raised an alarm; 0.8 were expected. For small drift the unexplained part of $y_0$ is proportional to $a$, so (\ref{lam}) gives $\lambda\propto a^2/\sigma^2$ at leading order and fixed $M$. Halving the noise then halves the detectable drift, apart from the few extra elements that (\ref{rule}) demands.

The speed of the drift matters as well as its size. For $a=5\%$:

\begin{center}
\begin{tabular}{lrrrr}
$T$ (s) & 0.01 & 1 & 100 & $10^4$\\
$\lambda$ & 0.003 & 80 & 977 & 0.48
\end{tabular}
\end{center}

All four values use the mid-time formula, which the direct integration tested only for $T=100$ s; for the two faster drifts they are estimates, which would also change if the settling time between points were counted.

Fast drift escapes because the charge-transfer resistance is then still short-circuited by the double layer. From
\begin{equation}
\frac{\partial}{\partial R}\,\frac{R}{1+i\omega RC}
=\frac{(1+i\omega RC)-i\omega RC}{(1+i\omega RC)^2}=\frac1{(1+i\omega RC)^2},
\end{equation}
a change of $R$ is suppressed by $(\omega RC)^2$ at high frequency. When the resistance becomes visible the drift is over, and the data describe a steady electrode with a 5\% larger resistance.

Slow drift escapes for another reason. With $T=10^4$ s, the last point has mid-time $1459-150=1309$ s, when $R$ has risen by $5\%\times(1-e^{-0.131})\approx0.6\%$, or $1.2\,\Omega$. This is about 4.5 standard deviations and would alone contribute about 20 to $\lambda$ if the circuit could not adapt. The computed total is 0.48, so the fit absorbs nearly all of the deviation into its coefficients. The spectrum almost always passes, although the resistance at its last point is 0.6\% above the initial one. Measuring a point near 1 Hz again after the sweep compares the resistance at two widely separated times and does not rely on this test. Here $R$ changes by about 0.67\%, or $1.35\,\Omega$, between the two readings. That is about 3.5 standard deviations of their difference, which a single repeat detects only about half the time at the 0.1\% alarm level, so several repeats are needed. The lowest frequency is a poor choice for this, because it was measured last and the resistance has hardly changed since.

A pass therefore means consistency with a steady, causal electrode at the given noise level, not proof of one. An alarm does not name its cause either. Drift is the cause here because it was added. A nonlinear response could also break the assumptions, and so could a wrong $\sigma$: since $\chi^2\propto1/\sigma^2$, underestimating the noise by a factor $\sqrt{128.6/83}\approx1.24$ moves the mean of a steady electrode up to the threshold. The noise level should come from repeated measurements, not from the residuals being judged. The numerical output lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
electrolyte, film, charge-transfer R: 20, 50, 200 ohm
film and double-layer C: 1, 100 microfarad
relaxation times: 5.0e-05, 2.0e-02 s
frequencies: 61, from 10000 to 0.01 Hz
periods per point: 3; sweep duration: 1459 s
noise per component: 0.10 % of |Z|; alarm level: 0.1 %
added drift: 5 %, time constant 100 s
steady, 0.1 Hz: Im Z = -2.514, KK integral = -2.514 ohm
drift, 0.1 Hz: Im Z = -2.701, KK integral = -6.465 ohm
interpolation of 4 arbitrary points by 8 coefficients:
  error 1.9e-40, largest coefficient 1.58e+01 ohm
time-domain check (relative error; relative shift by drift):
  1.0000 Hz: 0.0023 %; 0.448 %
  0.1000 Hz: 0.0049 %; 2.632 %
  0.0316 Hz: 0.0012 %; 3.516 %
worst single-relaxation error times max|Z|, in units of sigma:
  M = 8: 2.89e+03
  M = 16: 334
  M = 24: 37.6
  M = 37: 1.1
  M = 38: 0.84
chosen M (noise-free steady electrode): 38; nu = 83
noise-free misfit lam, steady electrode: 1.77e-03
inductive loop (-40 ohm, 1 s): M = 38, lam = 1.70e-03
finite diffusion (250 ohm, 1 s): M = 42, lam = 4.30e-03
steady: M = 38, chi2 = 70.8, nu = 83, p = 8.28e-01, max residual = 0.23 %
drift: M = 38, chi2 = 963.7, nu = 83, p = 5.26e-150, max residual = 0.77 %
steady, too few elements: M = 8, chi2 = 1051384.0, nu = 113, p = 0.00e+00, max residual = 23.73 %
alarm threshold of chi2 at nu = 83: 128.6
smallest drift found with 95 % power: 1.41 % (lam = 80.3)
simulated spectra per case: 800
mean chi2 steady: 83.33; predicted 83.00
mean chi2 at limit: 163.78; predicted 163.30
false alarms: 0.00 %; detections at limit: 95.4 %
noncentrality lam of a 5 % drift against its time constant:
  T = 0.01 s: lam = 0.00302
  T = 1 s: lam = 80.2
  T = 100 s: lam = 977
  T = 10000 s: lam = 0.479
\end{verbatim}
